# Midgap Evanescent Decay in an Alternating s-p Oxide Chain

An electron whose energy lies in the gap of an oxide can enter the oxide only as a decaying wave. The decay rate is tempting to obtain from the conduction-band mass: continue the parabola at the band edge down into the gap. For the oxide chain worked out below, that recipe gives an amplitude decay rate of 0.359 per angstrom at midgap, while the chain itself has 0.243. Through a film of 42 angstrom the exponent of the density is then wrong by $2\times42\times(0.3592-0.2433)\approx9.7$, and the exponential factor of the transmitted density is underestimated more than ten-thousandfold. The recipe also puts the fastest decay in the wrong place, because a parabola that knows one band edge decays faster all the way down to the other.

## The chain and the claim

Metal s orbitals with level $E_s$ and oxygen p orbitals with level $E_p<E_s$ alternate on a straight line. The repeat length is $a$, neighbours are $a/2$ apart, and the p orbitals point along the line. The orbitals are taken as orthogonal, and only nearest neighbours are coupled. A p orbital has lobes of opposite sign, so an s site couples with $+t$ to the oxygen on its right and with $-t$ to the one on its left, where $t>0$. Let $\Delta=E_s-E_p$, and measure the energy $\varepsilon$ from the midpoint of the two levels, so that these lie at $\pm\Delta/2$. The algebra is in atomic units.

The claim is that for $|\varepsilon|<\Delta/2$ the amplitude decays as $e^{-\kappa x}$ with

$$\sinh^2\frac{\kappa a}{2}=\frac{\Delta^2/4-\varepsilon^2}{4t^2}, \tag{1}$$

so that within the gap the decay is fastest at $\varepsilon=0$, where

$$\sinh\frac{\kappa a}{2}=\frac{\Delta}{4t}. \tag{2}$$

The density decays as $e^{-2\kappa x}$.

## First derivation: continuing the bands

Let $s_n$ be the amplitude on the metal at $x=na$ and $p_n$ that on the oxygen at $x=(n+\tfrac12)a$. The site equations are

$$\varepsilon s_n=\tfrac{\Delta}{2}s_n+t\,p_n-t\,p_{n-1},\qquad
\varepsilon p_n=-\tfrac{\Delta}{2}p_n+t\,s_n-t\,s_{n+1}.$$

Insert a Bloch wave with phases taken at the true positions, $s_n=c_s e^{ikna}$ and $p_n=c_p e^{ik(n+1/2)a}$. In the first equation the oxygens contribute $t(e^{ika/2}-e^{-ika/2})c_p=2it\sin(ka/2)\,c_p$. In the second the metals contribute $t(e^{-ika/2}-e^{ika/2})c_s=-2it\sin(ka/2)\,c_s$. Hence

$$\begin{pmatrix}\Delta/2-\varepsilon & 2it\sin(ka/2)\\ -2it\sin(ka/2)&-\Delta/2-\varepsilon\end{pmatrix}\begin{pmatrix}c_s\\c_p\end{pmatrix}=0.$$

The diagonal product is $\varepsilon^2-\Delta^2/4$. The off-diagonal product is $(2i)(-2i)t^2\sin^2(ka/2)=4t^2\sin^2(ka/2)$. Setting their difference to zero gives

$$\varepsilon^2=\frac{\Delta^2}{4}+4t^2\sin^2\frac{ka}{2}. \tag{3}$$

For real $k$ these are two bands, closest at $k=0$, where their separation is $\Delta$. The level difference is therefore the band gap.

For $|\varepsilon|<\Delta/2$, equation (3) requires $\sin^2(ka/2)$ to be real and negative, which no real $k$ allows. Write $ka/2=u+iv$. Then

$$\sin^2(u+iv)=\tfrac12\left[1-\cos2u\cosh2v+i\sin2u\sinh2v\right].$$

The imaginary part vanishes if $v=0$, which is the case of real $k$, or if $\sin2u=0$. In the second case $\cos2u=\pm1$. The lower sign gives $\tfrac12(1+\cosh2v)=\cosh^2v$, which is positive. The upper sign gives $\tfrac12(1-\cosh2v)=-\sinh^2v$, which is negative as required. So $u$ is a multiple of $\pi$, the real part of $k$ is zero up to a reciprocal lattice vector, and $v=\pm\kappa a/2$. Replacing $\sin^2$ by $-\sinh^2$ in (3) gives (1).

The right side of (1) falls as $\varepsilon^2$ grows, and $\sinh$ increases with its argument, so $\kappa$ is largest at $\varepsilon=0$. Taking the positive root there gives (2). Solved for the energy, (1) reads $\varepsilon=\pm\sqrt{\Delta^2/4-4t^2\sinh^2(\kappa a/2)}$: the two bands continue into the gap and join at midgap.

The discarded sign shows the limit of the claim. Beyond the outer band edges, where $\varepsilon^2>\Delta^2/4+4t^2$, the solution has $\cosh^2(\kappa a/2)=(\varepsilon^2-\Delta^2/4)/(4t^2)$, and $\kappa$ grows without bound. Midgap decay is the fastest within the gap, not the fastest at any energy.

The first row of the matrix also tells what the decaying wave is made of. At $k=i\kappa$ its off-diagonal element is $t(e^{-\kappa a/2}-e^{\kappa a/2})=-2t\sinh(\kappa a/2)$, so

$$\frac{c_s}{c_p}=\frac{2t\sinh(\kappa a/2)}{\Delta/2-\varepsilon}=\sqrt{\frac{\Delta/2+\varepsilon}{\Delta/2-\varepsilon}} .$$

Near the conduction edge the wave is mostly metal s, near the valence edge mostly oxygen p, and at midgap the two envelope amplitudes are equal.

## Second derivation: eliminating the oxygen

This route uses neither Bloch's theorem nor a complex wavevector. It also allows the hop to the right of each metal, $t_1$, to differ in size from the hop to the left, $-t_2$, with both $t_1,t_2>0$. For $\varepsilon\neq-\Delta/2$ the oxygen equation gives

$$p_n=\frac{t_1s_n-t_2s_{n+1}}{\varepsilon+\Delta/2}.$$

Put this into the metal equation $(\varepsilon-\Delta/2)s_n=t_1p_n-t_2p_{n-1}$ and multiply by $\varepsilon+\Delta/2$:

$$\left(\varepsilon^2-\tfrac{\Delta^2}{4}\right)s_n=t_1(t_1s_n-t_2s_{n+1})-t_2(t_1s_{n-1}-t_2s_n).$$

Collecting terms leaves a recursion for the metals alone:

$$s_{n+1}+s_{n-1}=\frac{t_1^2+t_2^2+\Delta^2/4-\varepsilon^2}{t_1t_2}\,s_n. \tag{4}$$

Try $s_n=\lambda^n$. Then $\lambda+1/\lambda$ equals the coefficient on the right. That coefficient exceeds 2 when $(t_1-t_2)^2+\Delta^2/4-\varepsilon^2>0$, which holds for all $|\varepsilon|<\Delta/2$ and, for unequal hops, somewhat beyond. The two roots are then real, positive and reciprocal, $\lambda=e^{\pm\kappa a}$, and $\lambda+1/\lambda=2\cosh\kappa a=2+4\sinh^2(\kappa a/2)$. Subtracting 2 from both sides turns $t_1^2+t_2^2$ into $(t_1-t_2)^2$:

$$4\sinh^2\frac{\kappa a}{2}=\frac{E_g^2/4-\varepsilon^2}{t_1t_2},\qquad E_g^2=\Delta^2+4(t_1-t_2)^2. \tag{5}$$

For equal hops this is (1), and at $\varepsilon=0$ it is (2).

For unequal hops $E_g$ is the true gap: an oscillating solution $\lambda=e^{ika}$ turns (5) into $\varepsilon^2=E_g^2/4+4t_1t_2\sin^2(ka/2)$, whose smallest $|\varepsilon|$ is $E_g/2$. The midgap rule becomes $\sinh(\kappa a/2)=E_g/(4\sqrt{t_1t_2})$, with the gap in place of the level difference and the geometric mean in place of the hop.

Equation (4) also shows what the parity of the p orbital does. If both hops had the same sign, $t_2$ would be replaced by $-t_2$ and the coefficient would change sign for equal hops. Then $\lambda=-e^{\pm\kappa a}$: the gap would sit at the zone boundary, with the same $\kappa$.

## Weak and strong coupling

Near $k=0$ the upper band of (3) is $\varepsilon\approx\Delta/2+t^2a^2k^2/\Delta$. Comparison with $k^2/(2m)$ gives the band-edge mass $m=\Delta/(2t^2a^2)$. When $\Delta\ll t$, $\kappa a$ is small and $\sinh(\kappa a/2)\approx\kappa a/2$. At a depth $\delta=\Delta/2-\varepsilon$ below the conduction edge, $\Delta^2/4-\varepsilon^2=\delta(\Delta-\delta)$, and (1) becomes

$$\kappa^2\approx\frac{\delta(\Delta-\delta)}{t^2a^2}=2m\delta\left(1-\frac{\delta}{\Delta}\right).$$

The single parabola keeps the factor $2m\delta$ and drops the bracket, which carries the influence of the valence band. At midgap the bracket is $\tfrac12$, so the parabola gives $\sqrt{m\Delta}$ where the two-band limit gives $\sqrt{m\Delta/2}$.

When $\Delta\gg t$, $\sinh(\kappa a/2)\approx e^{\kappa a/2}/2$, and (2) gives $e^{-\kappa a}\approx t^2/(\Delta/2)^2$. Each repeat then costs two hops, each divided by the energy distance $\Delta/2$ from midgap to a level.

## Numbers for one chain

Take $\Delta=3.2$ eV, $t=1.5$ eV and $a=4.2$ angstrom. Then

$$\frac{\Delta}{4t}=\frac{3.2}{6.0}=0.5333,\qquad \frac{\kappa a}{2}=\operatorname{arsinh}0.5333=0.5108,\qquad \kappa=\frac{2\times0.5108}{4.2}=0.2433$$

per angstrom. The amplitude decay length is 4.11 angstrom (0.411 nm), about one repeat. As a test independent of (1), the midgap Green function of an open chain of 40 cells was computed by matrix inversion; it decays at 0.2433 per angstrom.

The maximum is flat. At 0.4 eV from midgap $\kappa$ is 0.236, at 0.8 eV it is 0.213, and at 1.3 eV, which is 0.3 eV from a band edge, it is 0.146 per angstrom. At 10 eV, far above the upper band, it is 0.886.

The band-edge mass is 0.307 electron masses. The two-band limit gives $\Delta/(2ta)=3.2/12.6=0.254$ per angstrom, 4 percent above the chain value. The single parabola is larger by $\sqrt2$, at 0.359, which is 48 percent too high. For a film of ten cells, 42 angstrom thick, the exponential factor of the density at midgap is $e^{-2\times0.2433\times42}\approx1.3\times10^{-9}$; the contacts add a prefactor.

## What each derivation assumes

Both derivations need the same Hamiltonian: two levels, orthogonal orbitals, nearest-neighbour hops. They differ in what they ask of the chain as a whole.

The first assumes that the chain repeats, so that a wavevector exists. In return it carries over to any periodic Hamiltonian, including longer hops and more orbitals.

The second asks for the recursion on the stretch of chain in question. On a finite uniform stretch the general solution is a sum of $e^{\kappa na}$ and $e^{-\kappa na}$, fixed by the ends. If the levels and hops vary from site to site, the elimination still works, but no single $\lambda$ exists; what remains is an average growth rate per cell. For independent normal variations of 0.2 eV in the levels and 10 percent in the hops, following the site equations at midgap gives 0.245 per angstrom, within 1 percent of the uniform chain.

Relaxing the shared assumptions moves the fastest decay away from midgap in each case below, and the first route shows by how much.

**Direct metal-metal hops.** Let neighbouring s orbitals couple by $t_{ss}$, and shift $E_s$ so that the gap at $k=0$ stays $\Delta$. At $k=i\kappa$ the s level becomes $\Delta/2+2t_{ss}(\cosh\kappa a-1)=\Delta/2+4t_{ss}X$, with $X=\sinh^2(\kappa a/2)$. The determinant condition is $(\Delta/2+4t_{ss}X-\varepsilon)(-\Delta/2-\varepsilon)+4t^2X=0$, so

$$X=\frac{\Delta^2/4-\varepsilon^2}{4t^2-4t_{ss}(\Delta/2+\varepsilon)} .$$

For $t_{ss}<0$ the denominator grows with $\varepsilon$, which moves the maximum below midgap. With $t_{ss}=-0.2$ eV it lies at $-0.10$ eV, and $\kappa$ there is 0.229 per angstrom. The gap and $t$ are held fixed in this comparison; the band mass is not, and falls to 0.239. If $t$ is instead refitted so that gap and mass keep their values of 3.2 eV and 0.307, $\kappa$ rises. At midgap it is 0.261 per angstrom for $t_{ss}=-0.2$ eV and 0.31 for $t_{ss}=-0.6$ eV. In the latter case the hole mass is 2.1, the maximum is 0.338 and lies 0.71 eV below midgap, and the single parabola underestimates the exponential factor of the 42 angstrom film about fiftyfold instead of ten-thousandfold. Gap and electron mass alone do not fix $\kappa$.

**Overlap.** If s and p neighbours overlap by $\pm S$, with the signs of the hops, then $t$ is replaced by $t-\varepsilon S$, where $t$ is the hop defined with the energy zero at midgap. Setting the derivative of $(\Delta^2/4-\varepsilon^2)/(t-\varepsilon S)^2$ to zero gives $\varepsilon(t-\varepsilon S)=S(\Delta^2/4-\varepsilon^2)$, hence $\varepsilon=S\Delta^2/(4t)$. For $S=-0.1$ this is $-0.17$ eV, with $\kappa=0.2445$ per angstrom.

**Bent bonds.** Let the metal-oxygen-metal angle be $\theta$, between 90 and 180 degrees, keep both in-plane p orbitals, and let $b=a\sin(\theta/2)$ be the metal spacing. The hops scale with the direction cosines of the bonds. The p orbital along the chain then couples to s with $2it\sin(\theta/2)\sin(kb/2)$, and the one across it with $2t\cos(\theta/2)\cos(kb/2)$. Eliminating both adds their squared magnitudes:

$$\varepsilon^2-\frac{\Delta^2}{4}=4t^2\left[\sin^2\frac{\theta}{2}\sin^2\frac{kb}{2}+\cos^2\frac{\theta}{2}\cos^2\frac{kb}{2}\right]=2t^2(1+\cos\theta\cos kb).$$

With $k=i\kappa$,

$$\cosh\kappa b=\frac{1+(\Delta^2/4-\varepsilon^2)/(2t^2)}{-\cos\theta}.$$

The factor $-\cos\theta$ measures how well the p orbital facing one metal also faces the next. With levels and hops unchanged, $\kappa$ at $\varepsilon=0$ rises to 0.296 per angstrom at 150 degrees and to 0.498 at 120 degrees, twice the straight-chain value. One p combination does not couple and stays at $-\Delta/2$, while the conduction edge rises. At 120 degrees the gap is therefore 3.79 eV, and the fastest decay lies 0.30 eV below its centre.

## Beside a real oxide film

The parameters lie in the rough regime of amorphous indium gallium zinc oxide, with a gap of about 3 eV and an electron mass of about a third of the free mass. They are round values, not a calculation of that material. Its bonds are bent and its network is three-dimensional. Its conduction band is commonly ascribed in large part to direct overlap of metal s orbitals, and its holes are much heavier than its electrons, whereas the chain has s-p hops only and equal electron and hole masses. As the refit with direct hops showed, this alone can raise the midgap $\kappa$ by more than a quarter and move the fastest decay well below midgap. The doubling of $\kappa$ found above for 120 degrees does not carry over directly, because with fixed levels and hops the band-edge mass also rises there, to 1.12 electron masses. If the levels and hops at 150 degrees are instead refitted to a gap of 3.2 eV and a mass of 0.307, the largest $\kappa$ is 0.253 per angstrom, 4 percent above the straight chain. The midgap number is an estimate of scale, not a design value. The chain also has an empty gap, while an amorphous film has tail and defect states inside it; tunnelling by way of such states is outside everything below.

The Fermi level matters as well. In an n-type film it lies near the conduction edge, where (1) gives slower decay than at midgap. Thermal activation competes too. Over a barrier $\delta$ its factor is $e^{-\delta/k_BT}$, which equals the tunnelling factor $e^{-2\kappa L}$ at $L=\delta/(2\kappa k_BT)$. At 300 K, with $k_BT=0.02585$ eV, this is 127 angstrom from midgap ($\delta=1.6$ eV) but $0.3/(2\times0.1458\times0.02585)\approx40$ angstrom from 0.3 eV below the edge. Beyond these thicknesses activation has the larger exponential factor; prefactors are left out. Judged by the exponential factors alone, (2) therefore bears on electrons at midgap in films thinner than the first of these lengths, and on the tails of contact states near midgap, whose amplitude falls by a factor $e$ in about 4 angstrom. Closer to a band edge the tails reach deeper, as (1) shows.

A field of 1 MV/cm drops 0.42 eV across the 42 angstrom film. Averaging the local $\kappa$ over this drop, centred on midgap, raises the exponential factor of the density by only about 6 percent, because $\kappa$ is stationary there. The field also changes the orbital content of the wave at the two ends of the film, and with it the prefactor, which this average leaves out. That change can be the larger one. With energy-independent contacts of width 0.5 to 2 eV, a ten-cell chain ending on metal at one side and oxygen at the other transmits about 30 percent more for one polarity and about 15 percent less for the other, while a chain ending on metal at both sides gains 6 to 7 percent for either.

## Computed results

```
Level difference = gap Delta: 3.20 eV
Hopping t: 1.50 eV
Repeat length a: 4.20 angstrom
Gap from diagonalized ring: 3.2000 eV
Delta/(4t): 0.5333 (no unit)
kappa a/2 at midgap: 0.5108 (no unit)
kappa at midgap, formula: 0.2433 1/angstrom
kappa at midgap, Green function: 0.2433 1/angstrom
Amplitude decay length: 4.111 angstrom
Amplitude decay length: 0.4111 nm
Density decay length: 2.055 angstrom
kappa at eps = +/-0.4 eV: 0.2361 1/angstrom
kappa at eps = +/-0.8 eV: 0.2128 1/angstrom
kappa at eps = +/-1.3 eV: 0.1458 1/angstrom
kappa at eps = +/-1.5 eV: 0.0879 1/angstrom
kappa at eps = 10.0 eV, outside bands: 0.8858 1/angstrom
Band-edge mass: 0.307 electron masses
Two-band continuum kappa: 0.2540 1/angstrom
Single-parabola kappa: 0.3592 1/angstrom
Unequal hops: 1.8 and 1.2 eV
Unequal hops, gap: 3.4176 eV
Unequal hops, midgap kappa: 0.2632 1/angstrom
Direct s-s hop: -0.20 eV
s-s hop, fastest decay at eps: -0.100 eV
s-s hop, largest kappa: 0.2291 1/angstrom
s-p overlap: -0.10 (no unit)
Overlap, fastest decay at eps: -0.171 eV
Overlap, largest kappa: 0.2445 1/angstrom
Bond angle 150 deg, metal spacing: 4.057 angstrom
Bond angle 150 deg, gap: 3.378 eV
Bond angle 150 deg, maximum minus midgap: -0.089 eV
Bond angle 150 deg, largest kappa: 0.2959 1/angstrom
Bond angle 120 deg, metal spacing: 3.637 angstrom
Bond angle 120 deg, gap: 3.793 eV
Bond angle 120 deg, maximum minus midgap: -0.297 eV
Bond angle 120 deg, largest kappa: 0.4977 1/angstrom
Disorder, level standard deviation: 0.20 eV
Disorder, hop standard deviation: 10 percent
Disorder, midgap kappa: 0.2454 1/angstrom
Disorder, standard error: 0.0000 1/angstrom
Film thickness, 10 cells: 42.0 angstrom
Film density factor exp(-2 kappa L): 1.34e-09 (no unit)
Transverse zone average / normal incidence: 0.0105 (no unit)
Field: 1.0 MV/cm
Potential drop across film: 0.420 eV
Mean kappa in field: 0.2426 1/angstrom
Density factor raised by field: 1.056 times
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Thermal factor exp(-Delta/(2kT)): 1.32e-27 (no unit)
Thermal-tunnelling crossover thickness: 127.2 angstrom
```
